# Fast grain-boundary cores and blocking space-charge layers in oxides

**Comment on an argument about fast grain boundaries**

The argument under review concerns an acceptor-doped oxide in which oxygen vacancies carry the current. It runs as follows. The disordered core of a grain boundary attracts vacancies and lets them move easily. With 37 times the bulk vacancy density and 100 times the bulk mobility, the core conducts about 3700 times better than the grain. A boundary is therefore a fast path, and adding boundaries must raise the conductivity, whichever way the current runs.

I accept the two numbers for the core. My question is whether the conclusion follows from them. The argument treats the boundary as a core set between unchanged grains, but a core that has collected charged vacancies is itself charged, and the grains beside it must respond. The analysis below includes that response.

**The model**

Vacancies carry charge $+2e$, are dilute, and are the sole mobile species. Acceptors carry $-e$, are immobile, and have uniform density $N$, so neutrality fixes the bulk vacancy density at $N/2$. The permittivity $\varepsilon$ is uniform. Boundaries are flat and parallel with spacing $d$, and each core has width $w$. In the core the free energy of a vacancy is lower by $G$, and its mobility is $m$ times the bulk value in every direction.

Let $\phi$ be the electrostatic potential, zero in the bulk, and let $n$ be the vacancy density. Define

$$u=\frac{e\phi}{kT},\qquad c=\frac{n}{N/2},\qquad g=\frac{G}{kT},\qquad L^2=\frac{\varepsilon kT}{e^2N}.$$

The charge density is $2en-eN=eN(c-1)$. Poisson's equation, $\phi''=-eN(c-1)/\varepsilon$, multiplied by $e/kT$, becomes

$$u''=\frac{1-c}{L^2}. \tag{1}$$

The electrochemical potential of a vacancy, measured from its bulk equilibrium value, is $\mu=kT\ln c+2e\phi$ in the grain and $\mu=kT\ln c+2e\phi-G$ in the core. In equilibrium $\mu=0$ everywhere, so $c=e^{-2u}$ in the grain and $c=e^{g-2u}$ in the core.

**What the charged core does to the grain**

Take $G>0$. The core gains vacancies, becomes positive, and has a potential $u_0>0$ at its edge. Outside it, multiply (1) by $u'$:

$$\frac{d}{dx}\left(\frac{u'^2}{2}\right)=\frac{(1-e^{-2u})\,u'}{L^2}=\frac{1}{L^2}\frac{d}{dx}\left(u+\tfrac12e^{-2u}\right).$$

Far from the core $u=u'=0$, where the last bracket equals $\tfrac12$. Integrating from there gives

$$u'^2=\frac{S(u)^2}{L^2},\qquad S(u)^2=2u+e^{-2u}-1. \tag{2}$$

Since $u$ falls with distance from the core, $u'=-S/L$ on the right-hand side. Extending the layer to infinity requires $d/2$ to be much larger than the layer width.

The vacancies missing from one layer follow by integrating (1) from the core edge outward:

$$\int(1-c)\,dx=L^2\left[0-u'(\text{edge})\right]=L\,S(u_0).$$

Now integrate (1) through the core, whose mean value of $c$ is $r$. The slope changes from $+S/L$ at the left edge to $-S/L$ at the right edge, so $-2S/L=w(1-r)/L^2$, or

$$w(r-1)=2L\,S(u_0). \tag{3}$$

The surplus in the core equals the deficit in the two layers. The enrichment on which the argument relies therefore comes with depletion next to it.

To find $u_0$ from $G$, treat the core as thin enough to have one potential. Then $r=e^{g-2u_0}$, and taking the logarithm of (3) gives

$$g=2u_0+\ln\left[1+\frac{2L\,S(u_0)}{w}\right]. \tag{4}$$

Because $dS^2/du=2(1-e^{-2u})>0$ for $u>0$, the right-hand side rises steadily with $u_0$, and each $G>0$ gives one edge potential.

**Current along the boundary**

The local conductivity is $\sigma=(2e)^2Dn/kT$, where $D$ is the local vacancy diffusivity. In units of the bulk value $\sigma_b$ it is $c$ in the grain and $mc$ in the core. For a current parallel to the boundaries the driving force is the same in every slice, so conductances add. Over one period the core contributes $mrw$. The grain contributes its width $d-w$ less the missing vacancies $2LS$. Hence

$$\frac{\sigma_\parallel}{\sigma_b}=\frac{mrw+(d-w)-2LS}{d}.$$

Replacing $2LS$ by $w(r-1)$ from (3), the numerator becomes $d+mrw-w-wr+w=d+wr(m-1)$, so that

$$\frac{\sigma_\parallel}{\sigma_b}=1+\frac{w\,r\,(m-1)}{d}. \tag{5}$$

The argument is right about this direction when $m>1$, but its reason needs amending. At $m=1$ the gain vanishes however strongly the core is enriched, because its extra carriers were taken from the adjacent grain. Enrichment multiplies an advantage in mobility; it does not replace one.

**Current across the boundary**

The electric current density is $i=-(\sigma/2e)\,d\mu/dx$. In a steady state $i$ does not depend on $x$. Apply a small voltage $V$ between the middles of two neighbouring grains. The density there has its bulk value, so $\mu$ drops by $2eV$ between them. Since $d\mu/dx$ is already of first order in $V$, any change of $\sigma$ caused by the bias enters at second order, and the equilibrium $\sigma$ may be used. Integrating $-d\mu/dx=2ei/\sigma$ over the period gives

$$V=i\int\frac{dx}{\sigma}.$$

Resistances add. It is convenient to express them as the thickness of bulk oxide with the same resistance per area. The core then counts as $w/(mr)$, taking its density as uniform. Each layer counts as its own thickness plus the excess

$$I=\int(e^{2u}-1)\,dx=L\int_0^{u_0}\frac{e^{2u}-1}{S(u)}\,du, \tag{6}$$

where $dx=-L\,du/S$ was used and the limits were exchanged. The total is $(d-w)+2I+w/(mr)$, and therefore

$$\frac{\sigma_b}{\sigma_\perp}=1+\frac{2I+w/(mr)-w}{d}. \tag{7}$$

The argument keeps the core terms and omits $2I$. Even on its own terms it promises little in this direction, since a perfect core can at most remove its own thickness $w$ from the path. The omitted term has no such ceiling. For large $u_0$ the integral in (6) is dominated by its upper end. There $e^{-2u}$ in $S^2$, and the 1 subtracted from $e^{2u}$, can be dropped. Holding the slowly varying root at its end value and using $\int^{u_0}e^{2u}du\simeq\tfrac12e^{2u_0}$ gives

$$2I\simeq\frac{L\,e^{2u_0}}{\sqrt{2u_0-1}}. \tag{8}$$

The next term of an integration by parts raises this by a fraction $1/[2(2u_0-1)]$. The resistance thus grows almost exponentially with the core potential.

**Numbers for the disputed case**

I use round model parameters that reproduce the core described in the argument: $T=800$ K ($kT=0.06894$ eV), relative permittivity 30, $N=0.01\ \mathrm{nm^{-3}}$, $w=0.5$ nm, $G=0.8$ eV, $m=100$ and $d=100$ nm. They give $L=3.381$ nm and $g=11.605$.

Solving (4) by numerical root finding gives $u_0=4.00$, a potential of 0.276 V, with $S=2.646$. Equation (3) then yields

$$r=1+\frac{2(3.381)(2.646)}{0.5}=36.8,$$

and $mr\approx3700$, as the argument says. If the oxide has 50 anion sites per $\mathrm{nm^3}$, vacancies occupy about 0.4% of those in the core, so site exclusion can be neglected. The model also neglects correlations between the charged defects beyond the mean potential, and here these need not be small: a sphere whose radius is the bulk screening length $L/\sqrt2=2.4$ nm holds only about 0.3 vacancies, and two vacancies repel with energy $kT$ at 2.8 nm.

Along the boundary, (5) gives

$$\frac{\sigma_\parallel}{\sigma_b}=1+\frac{0.5\times36.8\times99}{100}\approx19.2.$$

Across it, numerical quadrature of (6) gives $2I=4163$ nm, while the core contributes $w/(mr)=1.4\times10^{-4}$ nm. Thus

$$\frac{\sigma_b}{\sigma_\perp}=1+\frac{4163-0.5}{100}\approx42.6.$$

The same boundaries make the oxide 19 times more conductive in one direction and 43 times less conductive in the other. Omitting $2I$ would give $\sigma_b/\sigma_\perp=0.995$, a slight gain in place of a large loss.

The size of $2I$ can be understood from the core edge, where the vacancy density is $e^{-2u_0}=3.4\times10^{-4}$ of the bulk value. There $u$ falls by $\tfrac12$, and the local resistivity by a factor $e$, over about $L/(2S)=0.64$ nm. Two such slices, each about 3000 times as resistive as bulk, amount to roughly 3800 nm of bulk oxide, which is the estimate (8). It lies 8.5% below the quadrature, and the first correction closes about three quarters of that gap.

Would a faster core rescue the conclusion? Changing $m$ alone leaves $u_0$ and $r$ as they were:

| $m$ | $\sigma_\parallel/\sigma_b$ | $\sigma_b/\sigma_\perp$ |
|---:|---:|---:|
| 1 | 1.0 | 42.6 |
| 100 | 19.2 | 42.6 |
| 10000 | 1840 | 42.6 |

The core is in series with the layers, and its own resistance is already negligible. Stronger segregation, at $m=100$, acts on both directions but very unequally:

| $G$ (eV) | $\sigma_\parallel/\sigma_b$ | $\sigma_b/\sigma_\perp$ |
|---:|---:|---:|
| 0.4 | 10.7 | 1.44 |
| 0.6 | 15.4 | 4.8 |
| 0.8 | 19.2 | 42.6 |

By (3), $r$ follows $S$, which grows roughly as $\sqrt{2u_0}$ at large $u_0$, whereas $2I$ contains $e^{2u_0}$.

**When the argument does hold across the boundary**

Blocking is conditional. If $G=0$, then $u_0=0$, $r=1$ and $I=0$, and (7) reduces to

$$\frac{\sigma_b}{\sigma_\perp}=1-\frac{w}{d}\left(1-\frac1m\right).$$

An uncharged core with $m>1$ therefore helps in both directions, though across the boundary the gain is small when $w\ll d$.

For $G>0$, let $m\to\infty$ in (7). The excess resistance tends to $2I-w$. If $2I\ge w$, the boundary blocks for every finite $m$. If $2I<w$, it helps once

$$m>\frac{w}{r(w-2I)}.$$

The threshold $2I=w$ can be estimated at small $u$, where $S\simeq\sqrt2\,u$ and the integrand of (6) tends to $\sqrt2$. Then $2I\simeq2\sqrt2\,Lu_0$, and the threshold potential is

$$u_0\simeq\frac{w}{2\sqrt2\,L}=0.052,$$

or 3.6 mV. Solving $2I=w$ numerically gives 3.5 mV, which by (4) corresponds to $G=0.053$ eV. In this example, then, a segregation energy below $kT$ is enough to make blocking independent of the core's speed. A smaller $L$, from heavier doping, or a wider core raises the threshold potential.

The case $m=1$ can be settled without solving for the profile. Neutrality makes the average of $c$ over a period equal to 1, and the Cauchy–Schwarz inequality gives

$$\left(\frac1d\int c\,dx\right)\left(\frac1d\int\frac{dx}{c}\right)\ge1.$$

The first factor is 1 and the second is $\sigma_b/\sigma_\perp$. Redistributing carriers of unchanged mobility cannot help transport across the boundary, and hinders it unless $c$ is uniform. This holds for either sign of the core charge.

**How far the numbers can be trusted**

Within the model, the main approximation in these numbers is the single core potential in (4). A core with nearly uniform charge has a potential that is higher at its centre than at its edge by

$$\Delta u=\frac{(r-1)w^2}{8L^2}\approx0.10,$$

obtained by integrating (1) twice from the centre to $w/2$. Vacancies inside are therefore somewhat less favoured than (4) assumes. A finite-volume solution of (1) that resolves the core gives an edge potential of 0.272 V instead of 0.276 V, $\sigma_\parallel/\sigma_b=19.1$, and $\sigma_b/\sigma_\perp=38.4$. The thin-core value across the boundary is thus 11% above the resolved one. The 4 mV shift is small, but it enters through $e^{2u_0}$. I would quote "about 40" for this model. It is not a prediction for a real oxide, because the model spreads the acceptors into a uniform charge. Their mean spacing, $N^{-1/3}=4.6$ nm, is larger than the 0.64 nm over which the resistivity changes by a factor $e$, so the real barrier would vary from place to place along the boundary. The core charge is granular too: its vacancies lie about $(rNw/2)^{-1/2}=3.3$ nm apart along the boundary.

In the resolved solution the vacancy density recovers to half its bulk value 8.5 nm from the core. Beyond that, linearizing (1) gives $u''=2u/L^2$ and a decay length $L/\sqrt2=2.4$ nm. Layers from neighbouring boundaries are therefore well separated at $d=100$ nm. For grains only a few layer widths across they would overlap, and (2) would need a different boundary condition.

The small-bias condition is $eV\ll kT$ for each boundary, not for the whole sample. With potential and vacancies relaxed together under 1.4 mV per boundary, the finite-volume solution still gives 38.4. I make no claim about large bias, nor about mobile acceptors or appreciable electronic conduction, each of which changes the model.

Geometry also limits the result. Equation (7) applies when the current runs at right angles to flat, parallel boundaries. In a film whose boundaries are parallel planes running straight through its thickness, current through the film flows along them, and (5) applies. Columnar grains have walls in more than one direction, so the gain is larger: for square columns whose side $d$ is much larger than the layer width it approaches twice that in (5). It falls short of twice because the layers overlap where walls meet. Neutrality makes the gain equal to $m-1$ times the fraction of all vacancies held in the cores, so it can never exceed $m-1$; at $d=20$ nm, twice the gain in (5) would already be 182 against a ceiling of 99. In a polycrystal with a connected core network, current may travel through the cores around the grains, and neither formula alone gives the overall conductivity.

**Recommendation**

The core conductivity may stand, but the conclusion drawn from it should be restricted to current along the boundaries. For current across them, the authors need the core potential. Within this model it follows from (3), given their vacancy enrichment $r$, the core width and $L$. These must be known accurately: in the example, an error of 1% in $r$ changes the resistance across the boundary by more than 10%. A measurement of the core conductivity alone does not supply it, because that fixes only the product $mr$.

All numerical values are calculated from the stated model.
